# Does an effective heat capacity conserve latent heat in laser melting?

## Question

I am modelling nanosecond laser melting of a silicon wafer in one dimension. Dopants spread quickly through liquid silicon, so the melt depth matters to me. I include the latent heat by adding a rectangular peak to the heat capacity around the melting point. The peak is 1 K wide, and its area is the full latent heat per unit volume.

My absorbed pulse is constant for 100 ns and delivers 0.6 J/cm². With a 1 ns time step, the melt depth at the end of the pulse is 660 nm. With 0.1 ns it is 614 nm, and with 0.01 ns it is 432 nm. Yet in every run the sum of heat capacity times temperature change equals the absorbed energy. If the peak has the right area and the energy budget closes, how can the latent heat be wrong? Would iterating the heat capacity within each step cure it?

## Answer

The area under the peak guarantees the latent heat only if the calculation integrates over the peak. Your time step samples the heat capacity at one temperature and multiplies it by a finite temperature change. If the sample lies below the peak and the new temperature lies above it, the material becomes liquid without paying for melting. Your budget closes because it uses the same sampled heat capacity, so it contains the same omission.

### The differential equation and the time step

Let $x$ point into the wafer. Take the density $\rho$ and specific heat $c$ to be equal and constant in both phases, and neglect flow. With $L$ the latent heat per unit mass and $f$ the liquid fraction, the enthalpy per unit volume is, up to a constant,

$$H(T)=\rho cT+\rho Lf(T).$$

Energy conservation reads

$$\frac{\partial H}{\partial t}=\frac{\partial}{\partial x}\left(k\frac{\partial T}{\partial x}\right),$$

where $k$ is the thermal conductivity. The absorbed laser flux enters through the surface.

Pure silicon melts at a single temperature $T_m$. The numerical model spreads melting over an interval of width $w$, from $T_s=T_m-w/2$ to $T_l=T_m+w/2$. Inside it, $f=(T-T_s)/w$; below it $f=0$, and above it $f=1$. The chain rule gives

$$\frac{\partial H}{\partial t}=\frac{dH}{dT}\frac{\partial T}{\partial t}=C(T)\frac{\partial T}{\partial t},$$

$$C(T)=\rho c+\rho L f'(T).$$

Since $f'=1/w$ inside the interval and zero outside, the peak has height $\rho L/w$ and area $\rho L$. Nothing has been lost so far.

Now let one step take a cell from $T_0$ to $T_1$, with $C$ evaluated at $T_0$. The true enthalpy change minus the change that the scheme accounts for is

$$\delta=H(T_1)-H(T_0)-C(T_0)(T_1-T_0).$$

Because $H(T_1)-H(T_0)=\int_{T_0}^{T_1}C(T)\,dT$, this is also

$$\delta=\int_{T_0}^{T_1}\left[C(T)-C(T_0)\right]dT.$$

The scheme has replaced an integral by a rectangle whose height is read at the starting point. For a complete jump, $T_0<T_s$ and $T_1>T_l$. Then $C(T_0)=\rho c$, and

$$\delta=\rho c(T_1-T_0)+\rho L-\rho c(T_1-T_0)=\rho L.$$

The entire latent heat is unpaid.

The opposite error is possible too. Suppose $T_0$ lies inside the interval, a distance $y$ below $T_l$, and the step raises the temperature by $r>y$. The latent heat still due is $\rho Ly/w$, but the scheme charges $\rho Lr/w$. It overcharges by $\rho L(r-y)/w$. Large steps therefore make the latent heat unreliable; they do not always make it too small.

### How much is lost in an isolated cell?

Consider a cell without heat exchange that receives a fixed energy $e$ per unit volume in each step. Outside the interval its temperature rises by

$$D=\frac{e}{\rho c}.$$

Inside, the heat capacity is $\rho c+\rho L/w=\rho c(1+\Lambda/w)$, where $\Lambda=L/c$. The rise is then

$$d=\frac{e}{\rho c(1+\Lambda/w)}=\frac{D}{1+\Lambda/w}.$$

A complete jump requires $T_0<T_s$ and $T_0+D>T_l$, that is, $T_l-D<T_0<T_s$. Such starting temperatures exist only if $D>w$.

To find the average loss, let the first temperature at or above $T_s$ be $T_s+u$. If the starting temperatures are evenly distributed, $u$ is uniform between 0 and $D$. There are two cases for the entry:

- If $u>w$, the cell has jumped the interval and pays no latent heat.
- If $u<w$, the part $u$ has been crossed without payment and $w-u$ remains. The cell now takes steps of size $d$ until it leaves.

The last of these steps overshoots $T_l$ by an amount between 0 and $d$. For $d<w$, I replace this overshoot by its mean over a full cycle, $d/2$. The charged fraction of the latent heat is then $(w-u+d/2)/w$ for $u<w$.

When $D\ge w$, averaging over $u$ gives

$$F\simeq\frac{1}{wD}\int_0^w\left(w-u+\frac d2\right)du.$$

The integral is $w^2-w^2/2+wd/2=w(w+d)/2$, so

$$F\simeq\frac{w+d}{2D}\qquad(D\ge w).$$

When $D\le w$, every start lands inside the interval, and the upper limit becomes $D$:

$$F\simeq\frac{1}{wD}\left(wD-\frac{D^2}{2}+\frac{Dd}{2}\right)=1-\frac{D-d}{2w}.$$

The two results agree at $D=w$. The replacement of the overshoot by its mean is accurate because, over an incomplete cycle of length $s<d$, the integrated overshoot differs from $sd/2$ by at most $s(d-s)/2\le d^2/8$. The error in $F$ is therefore at most $d^2/(8wD)$.

Take $L=1.8\times10^6$ J/kg and $c=1000$ J/(kg K), so $\Lambda=1800$ K. For $w=10$ K, the heat capacity inside the interval is $1+1800/10=181$ times larger. With $D=20$ K, $d=20/181=0.11$ K and

$$F=\frac{10+0.11}{2\times20}=0.253.$$

Half of the starts jump the interval. The other half land, on average, in its middle and have already missed half the latent heat. That gives one quarter, and the small remainder comes from overshoot at the exit. Stepping 20,000 evenly spaced starting temperatures through the interval gives 0.2528, in agreement with the formula. For $D=2$ K, both give 0.9006. Thus, even when a complete jump is impossible, the entry step can lose a visible part of the energy.

The limits $\Delta t\to0$ and $w\to0$ cannot be interchanged. At fixed $w$, a smaller time step makes $D$ and $d$ vanish, and $F\to1$. At fixed $D$, a narrower interval makes $w$ and $d$ vanish, and $F\to0$. Narrowing the interval brings the material law closer to pure silicon, but in this cell it makes the unresolved calculation worse.

### A second limit: the temperature rise is imposed

In a conducting solid, neighbouring cells can supply heat to a cell that has entered the interval. As an extreme case, suppose they impose the same rise $D$ whatever the value of $C$. The average number of samples inside the interval is $w/D$, and each charges $\rho LD/w$. The average charge is

$$\frac wD\,\frac{\rho LD}{w}=\rho L.$$

The average is now correct, although a single crossing need not be. With $w=10$ K and $D=20$ K, half of the crossings charge nothing and half charge twice the latent heat. The loss in a real calculation therefore depends on how strongly a melting cell can draw heat from its neighbours. The isolated-cell formula is not a general prediction for a wafer.

### Does iteration cure it?

Iterating with $C$ at the new temperature does not, by itself, restore conservation. In the isolated cell the iteration seeks

$$C(T_1)(T_1-T_0)=e.$$

If $T_0<T_s$ and $T_0+D>T_l$, then $T_1=T_0+D$ solves this equation, since $C(T_1)=\rho c$ there. The iteration has converged, but the latent heat is missing.

Take $T_m=1685$ K, $w=10$ K and $D=20$ K, so that the interval runs from 1680 to 1690 K. Starting at 1677 K, the iteration settles at 1697 K. The energy balance says otherwise. The first 3 K of the available 20 K bring the cell to 1680 K. The energy left would heat it by 17 K without melting, but inside the interval it gives only $17/181=0.09$ K. The correct result is 1680.09 K.

From 1668 K the same iteration does not converge. A trial value of 1688 K lies inside the interval, so the large $C$ sends the next value to 1668.11 K. There $C$ is small again, and the iteration returns to 1688 K.

The cure is to solve for the enthalpy change itself:

$$H(T_1)-H(T_0)=e.$$

Equivalently, one may use the secant heat capacity

$$C_{\rm sec}=\frac{H(T_1)-H(T_0)}{T_1-T_0}\qquad(T_1\ne T_0).$$

Multiplying it by $T_1-T_0$ restores the enthalpy change identically. Since $T_1$ is unknown, the equation must still be solved to convergence; any remaining residual is an energy error. Simple substitution is not enough: starting from 1677 K, repeated use of $T_1=T_0+e/C_{\rm sec}$ alternates between 1697 K and 1677.22 K and never reaches 1680.09 K. A bracketing method or a safeguarded Newton method is needed.

### Your wafer, with two ways of counting the energy

I used $\rho=2330$ kg/m³, the values of $c$, $L$ and $T_m$ above, and an initial temperature of 300 K. The solid conductivity was $150(300\,{\rm K}/T)^{1.2}$ W/(m K), and the liquid value was 60 W/(m K). The absorbed flux was $6\times10^{10}$ W/m² for 100 ns, which gives 6000 J/m², or 0.6 J/cm².

The equations were solved by implicit finite volumes. The cells were 5 nm wide in the first 1000 nm and grew gradually to a depth of about 16 µm, where the boundary was insulated. Conductivities were taken from the old temperatures. For cell $i$ of width $h_i$, the effective-capacity step is

$$h_iC(T_i^n)(T_i^{n+1}-T_i^n)=Q_i,$$

where $Q_i$ is the net heat per unit area entering the cell during the step. The enthalpy step is

$$h_i\left[H(T_i^{n+1})-H(T_i^n)\right]=Q_i.$$

I solved the latter by a nested Newton method. In both cases the heat passing between neighbouring cells cancels when the $Q_i$ are added, leaving the absorbed laser energy. The left sides differ, and only the second is the change of stored enthalpy.

With the same grid, a 1 ns step and a 1 K interval, the results at the end of the pulse are:

| Method | Melt depth | Surface temperature | Enthalpy gain |
|---|---:|---:|---:|
| Enthalpy | 299 nm | 1978 K | 0.600 J/cm² |
| Effective capacity | 660 nm | 2293 K | 0.858 J/cm² |

Here the melt depth is the sum of liquid fraction times cell width. The effective-capacity run has absorbed 0.600 J/cm² but contains 0.258 J/cm² more than that. This is the unpaid latent heat. The latent heat contained in its melt is

$$\rho L\times660\,{\rm nm}=0.277\ {\rm J/cm^2},$$

of which the scheme charged 0.019 J/cm². The unpaid fraction is $0.258/0.277=0.93$. Since the grid, time step and interval are the same in both runs, the factor of 2.2 in depth comes from the latent-heat accounting.

For the enthalpy method with a 1 K interval, reducing the step to 0.2 ns gives 301 nm. Halving the surface cells as well also gives 301 nm. The converged value is about 302 nm, and the front advances a few nanometres more, to about 306 nm, in the first nanosecond after the pulse. These changes are small beside the error of the effective-capacity run.

### How fine must the step be?

The following effective-capacity runs use the same 5 nm surface cells. Read the entries as a trend, not digit by digit, because they depend on where the steps happen to fall and on the grid. For 10 K and 1 ns, a flux only 0.3% higher changes the unpaid fraction from 0.19 to 0.34 and the depth from 341 to 380 nm, and 10 nm cells give 0.69 and 505 nm. The unpaid fraction is relative to the latent heat contained in each run's own melt.

| Interval | Step | Unpaid fraction | Melt depth |
|---:|---:|---:|---:|
| 1 K | 1 ns | 0.932 | 660 nm |
| 1 K | 0.1 ns | 0.856 | 614 nm |
| 1 K | 0.01 ns | 0.480 | 432 nm |
| 10 K | 1 ns | 0.194 | 341 nm |
| 10 K | 0.1 ns | 0.050 | 311 nm |
| 10 K | 0.01 ns | 0.004 | 302 nm |
| 50 K | 1 ns | 0.052 | 307 nm |
| 50 K | 0.1 ns | 0.007 | 301 nm |
| 50 K | 0.01 ns | 0.001 | 300 nm |

Just before melting, at about 35 ns, the surface heats at 32 K/ns. A 1 ns step therefore crosses a 1 K interval easily. At 0.01 ns, however, the corresponding rise is only 0.32 K, and nearly half of the latent heat is still missing. The surface heating rate is thus not a sufficient guide to the time step.

The evidence points to the motion of the front from cell to cell. While one cell melts, it holds the next one below the melting interval. Once it has melted, the next cell can warm rapidly by conduction. Near $T_m$ the solid conductivity is about 19 W/(m K), so the diffusion time across a cell is

$$\frac{\rho c(5\,{\rm nm})^2}{k}\simeq0.003\ {\rm ns}.$$

This is shorter than the smallest step in the table. In the run with 1 K and 0.01 ns, the median rise in the step in which a cell enters the interval is about 1 K, three times the surface value. Finer cells make it worse: with 2.5 nm cells the unpaid fraction is 0.65 and the depth 502 nm, and with 10 nm cells they are 0.39 and 399 nm.

The 10 K interval with a 1 ns step shows the other side of the problem. Setting $D=32$ K in the isolated-cell formula would give an unpaid fraction of about 0.84, whereas the wafer calculation gives 0.19. Part of the gap arises because 32 K applies only to the surface cell: the median rise on entering the interval is about 12 K, for which the formula gives 0.58. Heat drawn from neighbouring cells acts as well. About one cell in ten is overcharged, by up to 1.8 times the latent heat, as in the imposed-rise limit, and this offsets what others left unpaid. The balance between the two errors is fragile, so 0.19 is not a stable number.

Widening the interval helps at a price: it spreads the melting front over a range of temperatures. For the integrated melt depth the price is small here. An enthalpy run with a 50 K interval and a 0.2 ns step gives 300 nm, against 301 nm for 1 K. That does not establish the same accuracy for the front's shape or for interface kinetics.

### A budget that detects the error

Do not add up $C\Delta T$. Compute $H$ from the initial and current temperature fields, and compare the gain with the absorbed energy:

$$\sum_i h_i\left[H(T_i)-H(T_i^{\rm initial})\right]-E_{\rm absorbed}.$$

Make this comparison while liquid is present. If a cell jumps the interval on heating, its defect is $+\rho L$. If it jumps the interval again on cooling, the stored enthalpy falls by $\rho L$ more than the scheme accounts for, and the defect is $-\rho L$. For a cell that jumps both ways, the two cancel. A balanced budget after complete solidification therefore does not, by itself, validate the melt depth. Such cancellation is possible but not automatic: in the run with 1 K and 1 ns, the excess is 43% of the absorbed energy at the end of the pulse and still 42% after solidification. Even while liquid is present, the sum shows only the net error: cells that were overcharged can offset part of what others left unpaid. A clear imbalance proves an error, but a small one does not prove that every cell is right.

### What this says about a real anneal

A pulse of order 100 ns and a melt a few hundred nanometres deep are within the range of pulsed-laser silicon processing. The material values here are rough, and the rectangular pulse is a simplification. The depth of 300 nm is therefore a model result, not a calibration for your tool.

Of the two effects for which I reran the melt calculation, the change in reflectivity matters more. Its size depends on the laser wavelength. If, for example, the reflectivity rises from 0.60 in the solid to 0.70 in the liquid, the absorbed share falls from 0.40 to 0.30 on melting. Applying that reduction to the flux makes the melt 48% shallower than the 301 nm reference. In your model the absorbed pulse is prescribed, so this effect belongs in the conversion from incident to absorbed energy. Lowering the specific heat by 10% makes the melt 13% deeper; the real specific heat is lower in cold silicon than near melting.

The other effects I only estimated, without rerunning the melt calculation. The front advances at a mean 5.4 m/s during the last 20 ns. With a rough kinetic coefficient of 15 K per m/s, the interface would be superheated by about 80 K, which a model with melting fixed at $T_m$ leaves out. In the liquid, an absorption depth of 7 nm corresponds to a temperature scale of 7 K, the absorbed flux times this depth divided by the conductivity. In the solid near melting, where the conductivity is lower, the same depth would give about 22 K. So short a depth in the solid, and with it the surface-flux model, holds for ultraviolet light only. Green light is absorbed over about 1 µm in cold silicon, and near-infrared light deeper still; the heat must then be deposited in the volume, and melting starts later or not at all. Black-body radiation at the final surface temperature, sustained for the whole pulse, would remove about $10^{-5}$ of the absorbed energy. A liquid density of 2550 kg/m³ would make a given mass of melt about 9% thinner.

These uncertainties do not excuse the missing latent heat. They alter the physical model or its inputs, whereas the unpaid energy violates the conservation law that the model was meant to solve. For your 1 K interval and 1 ns step, I would use the enthalpy form and then refine the step and grid.
